\section*{Worldline master formula for a scalar propagator and its seagull vertex}

\section{A sign carried by a delta function}

A charged scalar absorbs two photons. For the momenta and polarizations listed below, the two-photon part of its propagator is $-0.51098\,m^{-4}$. If one term, a delta function of the difference of the two absorption times, is deleted from the worldline integrand, the result is $+0.26997\,m^{-4}$. A term supported on a line in the square of absorption times thus changes the sign of the answer.

The data are Euclidean four-vectors, with momenta in units of the scalar mass $m$:
\begin{align*}
p&=(0.3,-0.2,0.4,0.1), & k_1&=(0.5,0.1,-0.3,0.2),\\
k_2&=(-0.2,0.4,0.3,0.3), & \varepsilon_1&=(1,0.5,0,-0.5),\\
\varepsilon_2&=(0.5,1,0.5,0).
\end{align*}
Here $p$ is the incoming scalar momentum and the $k_i$ are incoming photon momenta. The photons are off shell and the polarizations are not transverse. Units are $\hbar=c=1$, and numbers are for charge $e=1$.

\section{The quantity to be computed}

In $D$ Euclidean dimensions, with $P=-i\partial$, the propagator in a background field is
\begin{equation}
\mathcal D=\frac{1}{(P+eA)^2+m^2},\qquad
A_\mu(x)=\sum_{i=1}^N\varepsilon_{i\mu}e^{ik_i\cdot x}.
\end{equation}
The amplitude $G_N$ is the part linear in every $\varepsilon_i$, with the momentum delta function removed:
\begin{equation}
\langle p'|\mathcal D|p\rangle\big|_{\rm lin}
=(2\pi)^D\delta\Big(p'-p-\sum_i k_i\Big)\,G_N .
\end{equation}
The field is external, so this is a tree-level object.

The operator expansion fixes what has to be reproduced. Write $(P+eA)^2=P^2+V$ with
\begin{equation}
V=e(P\cdot A+A\cdot P)+e^2A^2 .
\end{equation}
Each $V$ enters $\mathcal D=\mathcal D_0-\mathcal D_0V\mathcal D_0+\dots$ with a minus sign. Absorption of photon $i$ by a scalar of momentum $P$ therefore gives the cubic vertex $-e\,\varepsilon_i\cdot(2P+k_i)$. In $A^2$ the pair $i\neq j$ occurs twice, so the seagull vertex is $-2e^2\varepsilon_i\cdot\varepsilon_j$.

\section{A worldline action without $A^2$}

For a real field $A$ the operator $(P+eA)^2+m^2$ is positive, and $\mathcal D=\int_0^\infty dT\,e^{-m^2T}e^{-T(P+eA)^2}$. The complex plane-wave field above does not give a positive operator, but $G_N$ is linear in each photon field, so it is enough to derive the formula for real $A$ and insert the plane waves into its multilinear part. Divide $T$ into slices of width $\eta$. In one slice the position kernel of $P\cdot A+A\cdot P$ contains $p\cdot[A(x)+A(y)]$, so the field enters as the mean $\bar A$ of its end-point values. With $\Delta x=x-y$, shift the slice momentum to $\pi=p+e\bar A$:
\begin{align}
\int\!\frac{d^Dp}{(2\pi)^D}\,e^{ip\cdot\Delta x-\eta(p+e\bar A)^2}
&=e^{-ie\bar A\cdot\Delta x}\int\!\frac{d^D\pi}{(2\pi)^D}\,
e^{i\pi\cdot\Delta x-\eta\pi^2}\nonumber\\
&=\frac{e^{-\Delta x^2/4\eta-ie\bar A\cdot\Delta x}}{(4\pi\eta)^{D/2}} .
\end{align}
Replacing the mean of $A^2$ by $\bar A^2$ changes a slice by $O(\eta\,\Delta x^2)=O(\eta^2)$, which vanishes after summing $T/\eta$ slices. Hence
\begin{equation}
\mathcal D(x,x')=\int_0^\infty\! dT\,e^{-m^2T}\!\int_{x(0)=x'}^{x(T)=x}\!\!\mathcal Dx\;
e^{-\int_0^T d\tau\,(\dot x^2/4+ie\,\dot x\cdot A)} .
\end{equation}
The Gaussian integral has absorbed $e^2A^2$, and the action is linear in $A$. The seagull must return through the path average.

The term linear in each polarization contains one insertion per photon. The $1/N!$ of the exponential cancels against the $N!$ assignments of photons to insertions, leaving
\begin{equation}
(-ie)^N\prod_i\int_0^Td\tau_i\;\varepsilon_i\cdot\dot x(\tau_i)\,e^{ik_i\cdot x(\tau_i)} .
\end{equation}
The product is the multilinear part of $\exp\sum_i[ik_i\cdot x(\tau_i)+\varepsilon_i\cdot\dot x(\tau_i)]$, a Gaussian average.

\section{The Green function and its second derivative}

Put $y=x-x'$ and $x(\tau)=x'+y\tau/T+q(\tau)$, with $q(0)=q(T)=0$. The kinetic cross term is proportional to $\int\dot q\,d\tau=0$. The straight line contributes $e^{-y^2/4T}$, and the free fluctuation integral is $(4\pi T)^{-D/2}$.

Integration by parts gives the weight $\exp[-\frac12\int q(-\frac12\partial^2)q]$. Each component therefore has a correlator $g$ obeying $-\frac12\partial_\tau^2g=\delta(\tau-\sigma)$. Writing $g=-2\Delta$ requires $\partial_\tau^2\Delta=\delta$ with zero boundary values:
\begin{equation}
\Delta(\tau,\sigma)=\frac{\tau\sigma}{T}+\frac{|\tau-\sigma|}{2}-\frac{\tau+\sigma}{2}.
\end{equation}
At $\tau=0$ this is $\sigma/2-\sigma/2=0$. At $\tau=T$ it is $\sigma+(T-\sigma)/2-(T+\sigma)/2=0$. Its derivatives are
\begin{align}
\partial_\tau\Delta&=\frac{\sigma}{T}+\frac12\,{\rm sgn}(\tau-\sigma)-\frac12,\\
\partial_\tau\partial_\sigma\Delta&=\frac1T-\delta(\tau-\sigma),
\end{align}
because $\partial_\sigma{\rm sgn}(\tau-\sigma)=-2\delta(\tau-\sigma)$. Thus
\begin{equation}
\langle\dot q_\mu(\tau)\dot q_\nu(\sigma)\rangle
=\delta_{\mu\nu}\Big[2\delta(\tau-\sigma)-\frac2T\Big].
\label{vv}
\end{equation}
The delta function says that velocities at different times are independent apart from the end-point constraint. The constant enforces that constraint: integrated over $\sigma$, the bracket is $2-2=0$.

Slicing makes this concrete. For $T=2\,m^{-2}$ and 400 slices, $\eta=0.005\,m^{-2}$. Inverting the tridiagonal matrix of the sliced action gives a correlation of $-1.000\,m^2$ between velocities in different slices, which is $-2/T$. The variance in one slice times $\eta$ is $1.995=2-2\eta/T$. The term $2\delta(\tau-\sigma)$ is the limit of a peak of height about $2/\eta$ and width $\eta$, whose area is 2.

The mean $\bar A$ also fixes the equal-time value of $\partial_\tau\Delta$. A slice velocity is correlated with the average of the positions at its two ends, so the two one-sided limits are averaged and ${\rm sgn}(0)=0$. This matters when $\varepsilon_i\cdot k_i\neq0$.

\section{Master formula in position space}

For a centred Gaussian variable $X$, $\langle e^X\rangle=e^{\langle X^2\rangle/2}$. With $X=\sum_i(ik_i\cdot q_i+\varepsilon_i\cdot\dot q_i)$ and $\Delta_{ij}=\Delta(\tau_i,\tau_j)$, the three kinds of contraction are
\begin{align}
\tfrac12(i)^2k_i\cdot k_j(-2\Delta_{ij})&=k_i\cdot k_j\,\Delta_{ij},\nonumber\\
i\,\varepsilon_i\cdot k_j(-2\partial_{\tau_i}\Delta_{ij})
&=-2i\,\varepsilon_i\cdot k_j\,\partial_{\tau_i}\Delta_{ij},\nonumber\\
\tfrac12\varepsilon_i\cdot\varepsilon_j\big[2\delta(\tau_i-\tau_j)-2/T\big]
&=\varepsilon_i\cdot\varepsilon_j\big[\delta(\tau_i-\tau_j)-1/T\big].
\end{align}
The mixed term has no factor $\frac12$ because it occurs twice in $X^2$. Let $E$ be the sum of these terms over all $i,j$. Adding the straight line,
\begin{align}
\mathcal D_N(x,x')&=(-ie)^N\!\int_0^\infty\!\!dT\,
\frac{e^{-m^2T-y^2/4T}}{(4\pi T)^{D/2}}\prod_i\int_0^T\!d\tau_i\nonumber\\
&\quad\times\exp\Big\{\sum_i\Big[\frac{\varepsilon_i\cdot y}{T}
+ik_i\cdot\Big(x'+\frac{y\tau_i}{T}\Big)\Big]+E\Big\}\Big|_{\rm lin}.
\end{align}
Linearity in each $\varepsilon_i$ discards $\varepsilon_i^2$, and with it $\delta(0)$.

\section{Master formula in momentum space}

Multiply by $e^{-ip'\cdot x+ip\cdot x'}$ and integrate over $x'$ and $y$. The $x'$ integral gives momentum conservation. The $y$ integral is
\begin{equation}
\int\!\frac{d^Dy}{(4\pi T)^{D/2}}e^{-y^2/4T+b\cdot y}=e^{Tb^2},\quad
b=-ip'+\frac1T\sum_i(\varepsilon_i+i\tau_ik_i).
\end{equation}
Expanding the square,
\begin{align}
Tb^2&=-Tp'^2-2ip'\cdot\sum_i\varepsilon_i+2p'\cdot\sum_i\tau_ik_i\nonumber\\
&\quad+\frac1T\sum_{ij}\big[\varepsilon_i\cdot\varepsilon_j
+2i\tau_j\,\varepsilon_i\cdot k_j-\tau_i\tau_j\,k_i\cdot k_j\big].
\end{align}
In $E$ the $1/T$ terms are $-\varepsilon_i\cdot\varepsilon_j/T$, $-2i\tau_j\varepsilon_i\cdot k_j/T$ and $+\tau_i\tau_jk_i\cdot k_j/T$. All three cancel, leaving
\begin{align}
G_N&=(-ie)^N\int_0^\infty dT\,e^{-T(m^2+p'^2)}\prod_i\int_0^Td\tau_i\nonumber\\
&\quad\times\exp\Big\{2p'\cdot\sum_i\tau_ik_i-2ip'\cdot\sum_i\varepsilon_i\nonumber\\
&\qquad+\sum_{ij}\Big[\tfrac12(|\tau_i-\tau_j|-\tau_i-\tau_j)k_i\cdot k_j\nonumber\\
&\qquad-i({\rm sgn}(\tau_i-\tau_j)-1)\varepsilon_i\cdot k_j
+\delta(\tau_i-\tau_j)\varepsilon_i\cdot\varepsilon_j\Big]\Big\}\Big|_{\rm lin}.
\label{master}
\end{align}
The constant beside the delta function in (\ref{vv}) has gone: fixing the end momenta instead of the end positions removes the constraint that produced it.

\section{From the exponent to the diagrams}

Define the momentum carried at time $\tau$ by $P(\tau)=p'-\sum_i\theta(\tau_i-\tau)k_i$. It starts at $p$ and ends at $p'$. Since $\int_0^T\theta(\tau_i-\tau)\theta(\tau_j-\tau)d\tau=\min(\tau_i,\tau_j)$ and $\frac12(|\tau_i-\tau_j|-\tau_i-\tau_j)=-\min(\tau_i,\tau_j)$, the terms without polarizations, including $-Tp'^2$, equal $-\int_0^TP(\tau)^2d\tau$. The terms linear in $\varepsilon_i$ are
\begin{equation}
-2i\varepsilon_i\cdot\Big[p'-\sum_j\frac{1-{\rm sgn}(\tau_i-\tau_j)}2k_j\Big]
=-2i\varepsilon_i\cdot\bar P_i .
\end{equation}
Later photons are subtracted fully and photon $i$ by half, so $\bar P_i$ is the mean of the momenta before and after absorption.

Take first the terms without a delta function. In one time ordering, let $s_0,\dots,s_N$ be the intervals between successive events, with momenta $P_0=p,\dots,P_N=p'$. The change from $(T,\tau_i)$ to the $s_a$ has unit Jacobian, and
\begin{equation}
\prod_{a=0}^N\int_0^\infty ds_a\,e^{-s_a(P_a^2+m^2)}=\prod_{a=0}^N\frac1{P_a^2+m^2}.
\end{equation}
Each photon supplies $(-ie)(-2i\varepsilon_i\cdot\bar P_i)=-2e\,\varepsilon_i\cdot\bar P_i$. If $P$ is the momentum before absorption, $2\bar P_i=2P+k_i$ and this is the cubic vertex. The sum over orderings gives all diagrams with cubic vertices alone.

Now take one delta function. The double sum contains $(i,j)$ and $(j,i)$, so the exponent contributes $2\varepsilon_i\cdot\varepsilon_j\,\delta(\tau_i-\tau_j)$. The line $\tau_i=\tau_j$ runs through the interior of the integration square, and for the remaining integrand $F$
\begin{equation}
\int_0^T\!d\tau_i\int_0^T\!d\tau_j\,\delta(\tau_i-\tau_j)F(\tau_i,\tau_j)
=\int_0^T\!d\tau\,F(\tau,\tau).
\end{equation}
With the two charge factors,
\begin{equation}
(-ie)^2\,2\varepsilon_i\cdot\varepsilon_j=-2e^2\,\varepsilon_i\cdot\varepsilon_j .
\end{equation}
This is the seagull vertex. Both photons enter at one time, the interval between them is absent, and so is the propagator it would have produced. If the square is split into two orderings, a symmetric delta function gives half its weight to each.

No product $\delta(\tau_i-\tau_j)\,{\rm sgn}(\tau_i-\tau_j)$ arises. The delta term has used both $\varepsilon_i$ and $\varepsilon_j$, whereas a sign function of their time difference needs one of them again. For general $N$, expanding the exponential amounts to grouping the photons into singles and disjoint pairs and then ordering the groups. These are the diagrams of the operator expansion, each once.

\section{The two-photon number}

For the opening data, $p^2+m^2=1.30\,m^2$ and $p'^2+m^2=1.97\,m^2$. The intermediate denominators are $1.75\,m^2$ if photon 1 is absorbed first and $1.70\,m^2$ if photon 2 is. With the outer propagators removed and $m=e=1$,
\begin{align}
\text{1 first:}\quad&\frac{[\varepsilon_2\cdot(2p+2k_1+k_2)][\varepsilon_1\cdot(2p+k_1)]}{1.75}\nonumber\\
&=\frac{1.15\times0.75}{1.75}=0.49286,\nonumber\\
\text{2 first:}\quad&\frac{[\varepsilon_1\cdot(2p+2k_2+k_1)][\varepsilon_2\cdot(2p+k_2)]}{1.70}\nonumber\\
&=\frac{0.45\times0.75}{1.70}=0.19853,\nonumber\\
\text{seagull:}\quad&-2\varepsilon_1\cdot\varepsilon_2=-2 .
\end{align}
Dividing by $1.30\times1.97=2.561$ gives $0.26997$ for the cubic diagrams and $-0.78094$ for the seagull. Their sum is $-0.51098$ before rounding of the parts. The sign change reflects the large overlap $\varepsilon_1\cdot\varepsilon_2=1$; for orthogonal polarizations the seagull vanishes.

\section{Implementation}

In a direct quadrature of (\ref{master}), the delta terms should be integrated analytically, because a grid in $\tau_1,\tau_2$ does not resolve them. The remaining integrand is smooth within each ordering. The map $\tau_a=Tu_1$, $\tau_b=\tau_au_2$, and so on, with Jacobian $T\tau_a\cdots$, turns an ordering into a unit cube. Forty Gauss--Laguerre nodes in $T$ and twenty Gauss--Legendre nodes per $u$ suffice for the digits quoted here.

A second route uses $2^N$ states labelled by the set of photons already absorbed. Let $U_i$ add photon $i$, with $U_i^2=0$, and form the matrices $\Pi_\mu=P_\mu+e\sum_i\varepsilon_{i\mu}U_i$. The element of $(\sum_\mu\Pi_\mu^2+m^2)^{-1}$ from the empty to the full set is $G_N$. Nilpotency implements linearity in each polarization, and squaring $\Pi_\mu$ creates the seagull.

Add a third photon with $k_3=(0.1,-0.3,0.2,-0.4)$ in units of $m$ and $\varepsilon_3=(0,-0.5,1,1)$. Six orderings without a delta function sum to $-0.59191\,m^{-5}$. Three choices of pair, with two orderings each, sum to $+0.66503\,m^{-5}$. The total, $0.07312\,m^{-5}$, is about $12\%$ of the magnitude of the first part, so relative errors of the parts are amplified in the sum.

\section{Constant field and gauge identity}

For $k_i\to0$ the potential is constant and can only shift the momentum. With $d=p^2+m^2$, the two orderings and the seagull give
\begin{equation}
G_2\to\frac{8e^2(p\cdot\varepsilon_1)(p\cdot\varepsilon_2)}{d^3}
-\frac{2e^2\varepsilon_1\cdot\varepsilon_2}{d^2}.
\end{equation}
This is $e^2(\varepsilon_1\cdot\partial_p)(\varepsilon_2\cdot\partial_p)d^{-1}$, the multilinear part of $[(p+e\varepsilon_1+e\varepsilon_2)^2+m^2]^{-1}$. The delta term supplies the derivative of the numerator $-2p\cdot\varepsilon_2$.

For general momenta, set $\varepsilon_1=k_1$. The insertion is then a total derivative,
\begin{equation}
-ie\int_0^T\!d\tau\,k_1\cdot\dot x\,e^{ik_1\cdot x}
=-e\big[e^{ik_1\cdot x(T)}-e^{ik_1\cdot x(0)}\big].
\end{equation}
The averaged end-point rule permits this ordinary chain rule. The phase at $\tau=0$ raises the initial momentum, and the phase at $T$ lowers the final one:
\begin{equation}
G_N=e\big[G_{N-1}(p+k_1\to p')-G_{N-1}(p\to p'-k_1)\big].
\label{ward}
\end{equation}
For $N=2$ the role of the delta function is explicit. Let $d_i=(p+k_i)^2+m^2$ and $d'=p'^2+m^2$. Then $k_1\cdot(2p+k_1)=d_1-d$ and $k_1\cdot(2p+2k_2+k_1)=d'-d_2$. The amputated cubic terms become
\begin{align}
&e^2\varepsilon_2\cdot(2p+2k_1+k_2)\Big(1-\frac d{d_1}\Big)
+e^2\varepsilon_2\cdot(2p+k_2)\Big(\frac{d'}{d_2}-1\Big)\nonumber\\
&=2e^2\varepsilon_2\cdot k_1
-\frac{e^2\varepsilon_2\cdot(2p+2k_1+k_2)\,d}{d_1}
+\frac{e^2\varepsilon_2\cdot(2p+k_2)\,d'}{d_2}.
\end{align}
The seagull $-2e^2k_1\cdot\varepsilon_2$ removes the first term. The other two, divided by $dd'$, are the right side of (\ref{ward}). For the opening data with $\varepsilon_1=k_1$, the smooth part is $0.16198\,m^{-3}$ and the delta part $-0.15619\,m^{-3}$. The small remainder, $0.00579\,m^{-3}$, is the difference of the two one-photon propagators.

\section{Continuation to Compton scattering}

Physical momenta follow from $a_4=ia^0$, which makes $a\cdot b=\mathbf a\cdot\mathbf b-a^0b^0$ and the mass shell $p^2=-m^2$. For general polarizations, convergence of the integral (\ref{master}) requires ${\rm Re}(P_a^2+m^2)>0$ on every interval. For a scalar at rest absorbing a photon of energy $\omega$, $(p+k_1)^2+m^2=-2m\omega<0$, and the integral diverges. One remedy is to integrate over the durations where the integral converges and then continue the resulting rational function. The outer factors $p^2+m^2$ and $p'^2+m^2$ are removed before going on shell.

Take $\omega=0.5\,m$ and scattering angle $\theta=60^\circ$. The outgoing energy is $\omega'=\omega/[1+(\omega/m)(1-\cos\theta)]=0.4\,m$, and the outgoing photon enters as $k_2=-k_{\rm out}$. Choose spatial, transverse, linear polarizations in the scattering plane, with $\varepsilon_1\cdot\varepsilon_2=\cos\theta=0.5$. In the rest frame $\varepsilon_i\cdot p=\varepsilon_i\cdot k_i=0$. The first vertex $\varepsilon_i\cdot(2p+k_i)$ vanishes in both orderings, so the amplitude is the seagull alone, $-2e^2\varepsilon_1\cdot\varepsilon_2=-1$.

This assignment depends on the gauge. Replace $\varepsilon_1$ by $\varepsilon_1+k_1/m$. Orient the polarizations so that $\varepsilon_1$ points toward the side to which the photon scatters; reversing both would flip the sign of $k_1\cdot\varepsilon_2$ and change the split below, but not the total. Then $k_1\cdot\varepsilon_2=-\omega\sin\theta=-0.4330\,m$, and the seagull becomes $-2(0.5-0.4330)=-0.1340$. In the ordering with photon 1 first, $k_1\cdot(2p+k_1)$ cancels the denominator and leaves $2k_1\cdot\varepsilon_2/m=-0.8660$. The other ordering still vanishes, and the total is again $-1$. The delta function always gives the $A^2$ vertex, but the share of the physical amplitude carried by that vertex is a matter of gauge.
